# Silicon's Electronic Dielectric Constant from the Simplest Penn Model: a numerical check

```python
# Result under test: the simplest Penn model of a semiconductor,
#   eps = 1 + (hbar*omega_p / E_g)^2,  omega_p^2 = n e^2 / (eps0 m),
# eps: static electronic dielectric constant, n: valence-electron density,
# m: free-electron mass, E_g: average gap (oscillator-strength average).
# Independent checks: a bound electron on a grid in a finite field, and a
# one-dimensional crystal in a slowly varying potential (hbar = m = 1,
# reciprocal lattice vector = 1, hence lattice period = 2*pi).
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal

e, m, hbar, eps0 = const.e, const.m_e, const.hbar, const.epsilon_0


def penn(plasma_energy, gap):
    return 1.0 + (plasma_energy / gap) ** 2


# ---------- silicon inputs and estimate ----------
plasma_eV, gap_eV = 16.6, 4.8
eps = penn(plasma_eV, gap_eV)
assert abs(eps - 13.0) < 0.1

# Plasma energy from the crystal structure: 8 atoms per cell, 4 electrons each
lattice = const.physical_constants["lattice parameter of silicon"][0]
density_lattice = 8 * 4 / lattice ** 3
plasma_lattice = hbar * np.sqrt(density_lattice * e**2 / (eps0 * m)) / e
assert abs(plasma_lattice - plasma_eV) < 0.05

# ---------- harmonically bound electron in a finite field ----------
density = eps0 * m * (plasma_eV * e / hbar) ** 2 / e**2
omega0 = gap_eV * e / hbar
length = np.sqrt(hbar / (m * omega0))
x = np.linspace(-8 * length, 8 * length, 1601)
dx = x[1] - x[0]
kinetic = hbar**2 / (2 * m * dx**2) / e      # in eV


def bound_electron(field):
    # potential energy of charge -e in the field is +e*field*x
    potential = 0.5 * m * omega0**2 * x**2 / e + field * x
    energies, states = eigh_tridiagonal(
        2 * kinetic + potential, -kinetic * np.ones(len(x) - 1),
        select="i", select_range=(0, 1))
    return energies, np.sum(x * states[:, 0] ** 2)


field = 1.0e8                                # V/m
levels, mean_plus = bound_electron(field)
_, mean_minus = bound_electron(-field)
displacement = (mean_plus - mean_minus) / 2
eps_grid = 1 - density * e * displacement / (eps0 * field)
assert abs(levels[1] - levels[0] - gap_eV) < 1e-3
assert abs(eps_grid - eps) < 1e-2            # grid error is far smaller

# ---------- one-dimensional crystal with two filled bands ----------
v1, v2, filled, cutoff = 0.15, 0.20, 2, 6    # Fourier potential, bands, basis


def primitive_sums(cells):
    G = np.arange(-cutoff, cutoff + 1)
    size = len(G)
    V = sum(v * (np.eye(size, k=s) + np.eye(size, k=-s))
            for s, v in ((1, v1), (2, v2)))
    strength, response, smallest = 0.0, 0.0, np.inf
    for k in np.arange(cells) / cells - 0.5:
        E, C = eigh(np.diag((k + G) ** 2 / 2) + V)
        P = C.T @ ((k + G)[:, None] * C)
        gaps = E[None, filled:] - E[:filled, None]
        P2 = P[:filled, filled:] ** 2
        strength += np.sum(2 * P2 / gaps)
        response += np.sum(2 * P2 / gaps**3)
        smallest = min(smallest, gaps.min())
    return (strength / (cells * filled),
            response / (2 * np.pi * cells), smallest)


def supercell_response(cells, amplitude=1e-3):
    # density response to amplitude*cos(q x), q = one wave per supercell
    q = 1.0 / cells
    j = np.arange(-cutoff * cells, cutoff * cells + 1)
    size = len(j)
    H0 = np.diag((q * j) ** 2 / 2)
    for s, v in ((cells, v1), (2 * cells, v2)):
        H0 += v * (np.eye(size, k=s) + np.eye(size, k=-s))
    slow = 0.5 * (np.eye(size, k=1) + np.eye(size, k=-1))
    waves = []
    for sign in (1, -1):
        _, C = eigh(H0 + sign * amplitude * slow)
        occ = C[:, :filled * cells]
        waves.append(2 * np.sum(occ[1:] * occ[:-1]) / (2 * np.pi * cells))
    return -(waves[0] - waves[1]) / (2 * q**2 * amplitude)


sum_rule, response_formula, smallest_gap = primitive_sums(40)
response_20, response_40 = supercell_response(20), supercell_response(40)
response_direct = (4 * response_40 - response_20) / 3   # removes q^2 error
density_1d = filled / (2 * np.pi)
average_gap = np.sqrt(density_1d / response_direct)
overestimate = density_1d / smallest_gap**2 / response_direct
assert abs(sum_rule - 1) < 1e-5
assert abs(response_direct / response_formula - 1) < 3e-3
assert overestimate > 1.05

# ---------- sensitivity and misuse of the fundamental gap ----------
slope = -2 * (eps - 1) / gap_eV
h = 1e-4
slope_numeric = (penn(plasma_eV, gap_eV + h)
                 - penn(plasma_eV, gap_eV - h)) / (2 * h)
assert abs(slope - slope_numeric) < 1e-5
fundamental_gap = 1.1                        # rough size, eV
eps_wrong = penn(plasma_eV, fundamental_gap)
assert eps_wrong > 10 * eps

print("SILICON ESTIMATE")
print(f"plasma energy, input: {plasma_eV:.1f} eV")
print(f"average gap, input: {gap_eV:.1f} eV")
print(f"energy ratio: {plasma_eV / gap_eV:.4f} (no unit)")
print(f"susceptibility: {eps - 1:.2f} (no unit)")
print(f"dielectric constant: {eps:.2f} (no unit)")
print(f"long-wave refractive index: {np.sqrt(eps):.2f} (no unit)")
print("PLASMA ENERGY CHECK")
print(f"lattice parameter: {lattice * 1e9:.4f} nm")
print(f"valence-electron density: {density_lattice:.3e} m^-3")
print(f"plasma energy from density: {plasma_lattice:.2f} eV")
print("SENSITIVITY")
print(f"slope d eps/d gap: {slope:.2f} per eV")
print(f"eps at gap 4.7 eV: {penn(plasma_eV, 4.7):.2f} (no unit)")
print(f"eps at gap 4.9 eV: {penn(plasma_eV, 4.9):.2f} (no unit)")
print(f"fundamental gap, rough: {fundamental_gap:.1f} eV")
print(f"eps if that gap is misused: {eps_wrong:.0f} (no unit)")
print("BOUND ELECTRON ON A GRID")
print(f"applied field: {field:.1e} V/m")
print(f"first excitation energy: {levels[1] - levels[0]:.4f} eV")
print(f"displacement: {displacement:.3e} m")
print(f"eps from displacement: {eps_grid:.3f} (no unit)")
print("MODEL CRYSTAL (hbar = m = G = 1)")
print(f"potential coefficients: {v1:.2f}, {v2:.2f} (model units)")
print(f"strength per electron: {sum_rule:.6f} (no unit)")
print(f"response, 20 cells: {response_20:.5f} (model units)")
print(f"response, 40 cells: {response_40:.5f} (model units)")
print(f"response, extrapolated: {response_direct:.5f} (model units)")
print(f"response, momentum sum: {response_formula:.5f} (model units)")
print(f"smallest vertical gap: {smallest_gap:.4f} (model units)")
print(f"average gap: {average_gap:.4f} (model units)")
print(f"overestimate with smallest gap: {overestimate:.2f} times")
print("done: every assertion held")
```

Running it gives:

```
SILICON ESTIMATE
plasma energy, input: 16.6 eV
average gap, input: 4.8 eV
energy ratio: 3.4583 (no unit)
susceptibility: 11.96 (no unit)
dielectric constant: 12.96 (no unit)
long-wave refractive index: 3.60 (no unit)
PLASMA ENERGY CHECK
lattice parameter: 0.5431 nm
valence-electron density: 1.998e+29 m^-3
plasma energy from density: 16.60 eV
SENSITIVITY
slope d eps/d gap: -4.98 per eV
eps at gap 4.7 eV: 13.47 (no unit)
eps at gap 4.9 eV: 12.48 (no unit)
fundamental gap, rough: 1.1 eV
eps if that gap is misused: 229 (no unit)
BOUND ELECTRON ON A GRID
applied field: 1.0e+08 V/m
first excitation energy: 4.7999 eV
displacement: -3.307e-13 m
eps from displacement: 12.960 (no unit)
MODEL CRYSTAL (hbar = m = G = 1)
potential coefficients: 0.15, 0.20 (model units)
strength per electron: 1.000000 (no unit)
response, 20 cells: 1.12316 (model units)
response, 40 cells: 1.13141 (model units)
response, extrapolated: 1.13416 (model units)
response, momentum sum: 1.13419 (model units)
smallest vertical gap: 0.4368 (model units)
average gap: 0.5298 (model units)
overestimate with smallest gap: 1.47 times
done: every assertion held
```
